# Targeted free-energy perturbation, perfect maps and harmonically mapped averaging: verification in Python

```python
# Targeted perturbation and harmonically mapped averaging (HMA); Hartree atomic units.
# u = beta*U, Z = int exp(-u), df = -ln(Z_B/Z_A); M = invertible map, J = |det dM/dx|,
# Phi = u_B(M x) - u_A(x) - ln J.  Under test:
#  exp(-df) = <exp(-Phi)>_A;  Phi is constant for a map carrying rho_A into rho_B;
#  U_ah = <U> - U0 - d kT/2 = <U - U0 + F.dr/2> + B  (F force, d scaled coordinates,
#  B = surface term of v = -dr/(2 beta));  rotating diatomic: extra term kT (r-re)/r.
# Systems: 3-atom anharmonic ring (model, d = 2); NaCl molecule at RHF/def2-SVP.
import numpy as np
from numpy.polynomial import Chebyshev
from numpy.polynomial.legendre import leggauss
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
kB = pc['kelvin-hartree relationship'][0]
meV = 1e3 * pc['Hartree energy in eV'][0]
rng = np.random.default_rng(1)
def mean_var(w, a):
    m = np.sum(w * a)
    return m, np.sum(w * (a - m)**2)

# ---------------- ring: bond energy k b^2/2 + al b^3/3 + ga b^4/4 ----------------
k, al, ga, kT, d = 0.05, -0.05, 0.05, 3e-3, 2
Q = np.array([[1, -1, 0] / np.sqrt(2), [1, 1, -2] / np.sqrt(6)])  # zero-sum basis
def U_ring(x, anh=1.0):
    b = np.roll(x, -1, -1) - x
    return np.sum(k * b**2 / 2 + anh * (al * b**3 / 3 + ga * b**4 / 4), -1)
def F_ring(x):
    b = np.roll(x, -1, -1) - x
    t = k * b + al * b**2 + ga * b**3
    return t - np.roll(t, 1, -1)
def grid(t):
    g = np.linspace(-12, 12, 241) * np.sqrt(t / (3 * k))
    return np.stack(np.meshgrid(g, g, indexing='ij'), -1), (g[1] - g[0])**2
def ring_stats(t):
    q, dA = grid(t); x = q @ Q; U = U_ring(x); w = np.exp(-U / t); Z = w.sum(); w = w / Z
    return (np.log(Z * dA), *mean_var(w, U), *mean_var(w, U + 0.5 * np.sum(F_ring(x) * x, -1)))
print(f"ring: k={k} Eh/a0^2 alpha={al} Eh/a0^3 gamma={ga} Eh/a0^4 kT={kT} Eh d={d}")
xs = rng.normal(size=(20, 3)) * 0.3
fd = np.stack([-(U_ring(xs + 1e-6 * e) - U_ring(xs - 1e-6 * e)) / 2e-6 for e in np.eye(3)], -1)
assert np.allclose(fd, F_ring(xs), atol=1e-9)
assert np.allclose(np.sum(F_ring(xs) * (xs + 0.7), -1), np.sum(F_ring(xs) * xs, -1), atol=1e-14)

# nonlinear map, harmonic ring (A) -> anharmonic ring (B), same kT
s = np.sqrt(kT / (3 * k)); c_, s_ = np.cos(0.4), np.sin(0.4); Rot = np.array([[c_, s_], [-s_, c_]])
M2 = lambda q: np.stack([q[..., 0] + 0.3 * s * np.sin(q[..., 0] / s),
                         1.1 * q[..., 1] + 0.1 * q[..., 0]**2 / s], -1) @ Rot
J2 = lambda q: 1.1 * (1 + 0.3 * np.cos(q[..., 0] / s))
qs = rng.normal(size=(20, 2)) * s; h = 1e-5 * s
Jm = np.stack([(M2(qs + h * e) - M2(qs - h * e)) / (2 * h) for e in np.eye(2)], -1)
assert np.allclose(np.linalg.det(Jm), J2(qs), atol=1e-8)
q, dA = grid(kT); uA = U_ring(q @ Q, 0) / kT; wA = np.exp(-uA); ZA = wA.sum(); wA /= ZA
df = -np.log(np.exp(-U_ring(q @ Q) / kT).sum() / ZA)
du = U_ring(M2(q) @ Q) / kT - uA
df_map = -np.log(np.sum(wA * np.exp(-(du - np.log(J2(q))))))
df_noJ = -np.log(np.sum(wA * np.exp(-du)))
assert abs(df_map - df) < 1e-9 and abs(df_noJ - df) > 0.05
print(f"ring df (dimensionless): direct {df:.8f}, mapped {df_map:.8f}, J dropped {df_noJ:.5f}")
# folding map y = x^2 with u_A = x^2/2, u_B = y^2/2 + 0.3 y^3 + 0.25 y^4
eB = lambda y: np.exp(-(y**2 / 2 + 0.3 * y**3 + 0.25 * y**4)); Z1 = np.sqrt(2 * np.pi)
fold = quad(lambda x: eB(x * x) * abs(2 * x), -3, 3, points=[0])[0] / Z1
true = quad(eB, -8, 8)[0] / Z1; counted = 2 * quad(eB, 0, 8)[0] / Z1
assert abs(fold - counted) < 1e-7 and abs(fold - true) > 0.02
print(f"folding map: <exp(-Phi)> {fold:.6f}, preimage count {counted:.6f}, Z_B/Z_A {true:.6f}")
# harmonic ring heated by T_B/T_A = 4/3: scaling map (with and without rotation), identity map
bA, bB = 1 / kT, 0.75 / kT; sc = np.sqrt(bA / bB)
qB, dB = grid(1 / bB)
dfh = -np.log(np.exp(-bB * U_ring(qB @ Q, 0)).sum() * dB / (ZA * dA))
for R in (np.eye(2), Rot):
    phi = bB * U_ring(sc * qs @ R @ Q, 0) - bA * U_ring(qs @ Q, 0) - np.log(np.linalg.det(sc * R))
    assert np.max(abs(phi - dfh)) < 1e-9
assert abs(dfh - d / 2 * np.log(bB / bA)) < 1e-9
m, v = mean_var(wA, np.exp((1 - bB / bA) * uA))
assert abs(v / m**2 + 1 - (bB**2 / (bA * (2 * bB - bA)))**(d / 2)) < 1e-8
print(f"harmonic ring TB/TA={bA/bB:.5f}: df {dfh:.8f}, chi2 identity map {v/m**2:.6f}")
# d Phi / d beta at fixed configuration equals the HMA estimator
xz = qs @ Q; b0 = 1 / kT; hb = 1e-4 * b0
Phi = lambda b: b * U_ring(np.sqrt(b0 / b) * xz) - b0 * U_ring(xz) - d / 2 * np.log(b0 / b)
est = d * kT / 2 + U_ring(xz) + 0.5 * np.sum(F_ring(xz) * xz, -1)
assert np.allclose((Phi(b0 + hb) - Phi(b0 - hb)) / (2 * hb), est, atol=1e-9)
_, Uc, Vc, Uh, Vh = ring_stats(kT)
Ufd = -(ring_stats(1 / (b0 + hb))[0] - ring_stats(1 / (b0 - hb))[0]) / (2 * hb)
assert abs(Uc - d * kT / 2 - Uh) < 1e-13 and abs(Ufd - d * kT / 2 - Uh) < 1e-9
print(f"ring <U> {Uc:.8e} Eh, -dlnZ/dbeta {Ufd:.8e} Eh")
print(f"ring U_ah conventional {Uc-d*kT/2:.6e} Eh, HMA {Uh:.6e} Eh")
print(f"ring Var conv {Vc:.4e} Eh^2, Var HMA {Vh:.4e} Eh^2, ratio {Vc/Vh:.2f}")
# low-temperature laws: Wick sums against quadrature extrapolated linearly to kT = 0
C = (np.eye(3) - 1 / 3) / k; Cd = np.diag(C)          # bond covariance per kT
U4 = ga / 4 * 3 * np.sum(Cd**2)
U33 = (al / 3)**2 * np.sum(9 * np.outer(Cd, Cd) * C + 6 * C**3)
def scaled(t):
    r = ring_stats(t); return np.array([(r[1] - d * t / 2) / t**2, r[2] / t**2, r[4] / t**3])
lim = 2 * scaled(5e-6) - scaled(1e-5); wick = np.array([-U4 + U33 / 2, d / 2, U33 / 4])
assert np.allclose(lim, wick, rtol=2e-3)
print(f"ring Wick: <U4>/(kT)^2 {U4:.4f} 1/Eh, <U3^2>/(kT)^3 {U33:.4f} 1/Eh")
print(f"ring U_ah/(kT)^2: quad {lim[0]:.4f}, Wick {wick[0]:.4f} 1/Eh")
print(f"ring Var conv/(kT)^2: quad {lim[1]:.4f}, limit {wick[1]:.4f}")
print(f"ring Var HMA/(kT)^3: quad {lim[2]:.4f}, Wick {wick[2]:.4f} 1/Eh")
# counterexample U = x^6 at kT = 1
g = np.linspace(-3, 3, 2001); w = np.exp(-g**6); w /= w.sum()
m1, v1 = mean_var(w, g**6); m2, v2 = mean_var(w, g**6 + 0.5 * (-6 * g**5) * g)
assert abs(m1 - 0.5 - m2) < 1e-10 and abs(v1 - 1 / 6) < 1e-10 and abs(v2 / v1 - 4) < 1e-8
print(f"U=x^6, kT=1: <U> {m1:.6f}, Var conv {v1:.6f}, Var HMA {v2:.6f}, HMA/conv {v2/v1:.3f}")

# ---------------- NaCl, RHF/def2-SVP ----------------
lo, hi, n = 3.4, 7.2, 16
nodes = (lo + hi) / 2 - (hi - lo) / 2 * np.cos(np.pi * (np.arange(n) + 0.5) / n)
E, Fa, dm = [], [], None
for r in nodes:
    mol = gto.M(atom=[['Na', (0, 0, 0)], ['Cl', (0, 0, r)]], unit='Bohr', basis='def2-svp', verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 100
    E.append(mf.kernel(dm0=dm)); assert mf.converged
    dm = mf.make_rdm1(); gr = mf.nuc_grad_method().kernel()
    assert abs(gr[0, 2] + gr[1, 2]) < 1e-7
    Fa.append(-gr[1, 2])
E = np.array(E); U = Chebyshev.fit(nodes, E - E.min(), n - 1, domain=[lo, hi])
F = Chebyshev.fit(nodes, Fa, n - 1, domain=[lo, hi]); dU = U.deriv()
re = brentq(dU, 4.0, 5.2, xtol=1e-14); E0 = E.min() + U(re); U = U - U(re)
k2, c3, c4 = U.deriv(2)(re), U.deriv(3)(re) / 6, U.deriv(4)(re) / 24
rr = np.linspace(re - 0.7, re + 1.2, 200); ferr = np.max(abs(F(rr) + dU(rr)))
assert ferr < 5e-5                                     # limited by interpolation
print(f"NaCl RHF/def2-SVP: {n} nodes in [{lo},{hi}] a0, re {re:.5f} a0, E(re) {E0:.6f} Eh")
print(f"k {k2:.5f} Eh/a0^2, c3 {c3:.5f} Eh/a0^3, c4 {c4:.4f} Eh/a0^4")
print(f"max |F_analytic + dU/dr| {ferr:.1e} Eh/a0")
gx, gw = leggauss(400)
def ens(b, a1=lo, a2=hi):
    r = (a1 + a2) / 2 + (a2 - a1) / 2 * gx
    w = gw * (a2 - a1) / 2 * r**2 * np.exp(-b * U(r)); return r, w / w.sum(), w.sum()
TA, TB = 750.0, 1000.0; bA, bB = 1 / (kB * TA), 1 / (kB * TB); sc = np.sqrt(bA / bB)
rA, wA, ZA = ens(bA); rB, wB, ZB = ens(bB); df = -np.log(ZB / ZA)
print(f"TA {TA} K, TB {TB} K, kTA {1/bA:.6e} Eh, kTB {1/bB:.6e} Eh, scale {sc:.6f}")
print(f"ZA/4pi {ZA:.6f} a0^3, ZB/4pi {ZB:.6f} a0^3, df {df:.8f}, harmonic df {-np.log(sc):.8f}")
phi_rad = lambda r, M, dM: bB * U(M) - bA * U(r) - np.log((M / r)**2 * dM)
def tfep(name, r, w, phi):
    m, v = mean_var(w, np.exp(-phi)); mp, vp = mean_var(w, phi)
    assert abs(-np.log(m) - df) < 1e-6 and mp - df > 0
    print(f"{name} map: df {-np.log(m):.8f}, KL {mp-df:.4e}, Var Phi {vp:.4e}, chi2 {v/m**2:.4e}")
    return mp - df, v / m**2
_, chi_id = tfep("identity", rA, wA, phi_rad(rA, rA, 1.0))
assert abs(chi_id + 1 - ens(2 * bB - bA)[2] * ZA / ZB**2) < 1e-9
rH, wH, _ = ens(bA, re + (lo - re) / sc, re + (hi - re) / sc)   # preimage of [lo, hi]
kl, chi_h = tfep("harmonic", rH, wH, phi_rad(rH, re + sc * (rH - re), sc))
rho = lambda b, Z, r: r**2 * np.exp(-b * U(r)) / Z
push = rho(bA, ZA, re + (rB - re) / sc) / sc; ratio = push / rho(bB, ZB, rB)
assert abs(np.sum(wB * ratio * np.log(ratio)) - kl) < 1e-6
assert abs(np.sum(wB / ratio) - 1 - chi_h) < 1e-6 and chi_h < chi_id
print(f"chi2 identity / chi2 harmonic {chi_id/chi_h:.1f}")
def M_cdf(r):
    target = ens(bA, lo, r)[2] / ZA
    return brentq(lambda y: ens(bB, lo, y)[2] / ZB - target, lo + 0.01, hi, xtol=1e-14)
sig = 1 / np.sqrt(bA * k2); h = 1e-4; pts = re + sig * np.linspace(-3, 3.5, 14)
ph = np.array([phi_rad(r, M_cdf(r), (M_cdf(r + h) - M_cdf(r - h)) / (2 * h)) for r in pts])
assert np.max(abs(ph - df)) < 1e-5                     # finite-difference slope
print(f"perfect map: max|Phi-df| {np.max(abs(ph-df)):.1e} on {len(pts)} points")
for r in pts[[0, 6, 13]]:
    Mh = re + sc * (r - re)
    print(f" r {r:.4f} a0: M perfect {M_cdf(r):.4f}, M harm {Mh:.4f} a0, Phi harm {phi_rad(r, Mh, sc):.5f}")

def hma(b, force, r0=re, a1=lo, a2=hi):
    r, w, Z = ens(b, a1, a2); x = r - r0
    B = sum(sg * rho(b, Z, a) * (-(a - r0) / (2 * b)) for sg, a in ((1, a2), (-1, a1)))
    return (*mean_var(w, U(r) - 0.5 / b), *mean_var(w, U(r) + 0.5 * force(r) * x + x / (b * r)), B)
uc, vc, uh, vh, B = hma(bB, F); ux = hma(bB, -dU)
assert abs(uc - ux[2] - ux[4]) < 1e-12 and abs(uc - uh - B) < 2e-6 and vh < vc
hb = 1e-4 * bB
ufd = -(np.log(ens(bB + hb)[2]) - np.log(ens(bB - hb)[2])) / (2 * hb) - 0.5 / bB
assert abs(ufd - uc) < 1e-9
print(f"{TB} K: kT/2 {0.5/bB:.6e} Eh, beta*U at walls {bB*U(lo):.1f}, {bB*U(hi):.1f}")
print(f"U_ah energies only {uc:.5e} Eh = {uc*meV:.3f} meV; from dlnZ/dbeta {ufd:.5e} Eh")
print(f"U_ah HMA analytic forces {uh:.5e} Eh = {uh*meV:.3f} meV; B {B:.1e} Eh")
xB = rB - re
print(f" parts: <U> {np.sum(wB*U(rB)):.5e}, <F x/2> {np.sum(wB*F(rB)*xB)/2:.5e}, "
      f"kT<x/r> {np.sum(wB*xB/rB)/bB:.5e} Eh")
print(f"Var conv {vc:.4e} Eh^2, Var HMA {vh:.4e} Eh^2, ratio {vc/vh:.2f}")
for T in (100.0, 300.0):
    o = hma(1 / (kB * T), F)
    print(f"{T} K: U_ah HMA {o[2]:.4e} Eh, Var conv/Var HMA {o[1]/o[3]:.1f}")
# walls close to the minimum: the surface term is needed
o = hma(bB, -dU, re, re - 0.2, re + 0.3)
assert abs(o[0] - o[2] - o[4]) < 1e-12 and abs(o[4]) > 1e-4
print(f"walls re-0.2, re+0.3 a0: conv {o[0]:.5e}, HMA {o[2]:.5e}, B {o[4]:.5e} Eh")
# displaced reference point: same mean, larger variance at low temperature
b100 = 1 / (kB * 100.0); o0, o1 = hma(b100, -dU), hma(b100, -dU, re + 0.1)
assert abs(o1[2] - o0[0]) < 1e-12 and o1[3] > 3 * o0[3]
print(f"100 K, reference re+0.1 a0: U_ah {o1[2]:.4e} Eh, Var HMA grows x{o1[3]/o0[3]:.1f}")
# low-temperature coefficient
A = -3 * c4 / k2**2 + 7.5 * c3**2 / k2**3 - 6 * c3 / (re * k2**2) + 1 / (re**2 * k2)
def a_of(T):
    b = 1 / (kB * T); sg = 1 / np.sqrt(b * k2)
    return hma(b, -dU, re, re - 14 * sg, re + 20 * sg)[0] * b**2
A_num = 2 * a_of(10.0) - a_of(20.0)
assert abs(A_num / A - 1) < 1e-3
print(f"A series {A:.3f} 1/Eh, quadrature {A_num:.3f} 1/Eh; A(kT)^2 at {TB} K {A/bB**2:.4e} Eh")
# independent samples: scatter of batch means against sqrt(Var/n)
fine = np.linspace(lo, hi, 40001); p = rho(bB, ZB, fine)
cdf = np.concatenate([[0], np.cumsum(p[1:] + p[:-1])]); cdf /= cdf[-1]
nb, ns = 400, 500; r = np.interp(rng.random((nb, ns)), cdf, fine)
bc = (U(r) - 0.5 / bB).mean(1); bh = (U(r) + 0.5 * F(r) * (r - re) + (r - re) / (bB * r)).mean(1)
for name, bm, var in (("conv", bc, vc), ("HMA", bh, vh)):
    assert abs(bm.std() / np.sqrt(var / ns) - 1) < 0.15   # about four standard errors
    assert abs(bm.mean() - uc) < 4 * np.sqrt(var / (nb * ns)) + 2e-6
    print(f"{nb} batches of {ns}, {name}: mean {bm.mean():.4e}, scatter {bm.std():.3e}, "
          f"predicted {np.sqrt(var/ns):.3e} Eh")
print("done: every assertion held")
```

Printed output:

```
ring: k=0.05 Eh/a0^2 alpha=-0.05 Eh/a0^3 gamma=0.05 Eh/a0^4 kT=0.003 Eh d=2
ring df (dimensionless): direct 0.04386649, mapped 0.04386649, J dropped 0.32957
folding map: <exp(-Phi)> 0.686411, preimage count 0.686411, Z_B/Z_A 0.805771
harmonic ring TB/TA=1.33333: df -0.28768207, chi2 identity map 0.125000
ring <U> 2.87677717e-03 Eh, -dlnZ/dbeta 2.87677718e-03 Eh
ring U_ah conventional -1.232228e-04 Eh, HMA -1.232228e-04 Eh
ring Var conv 8.3087e-06 Eh^2, Var HMA 8.9966e-08 Eh^2, ratio 92.35
ring Wick: <U4>/(kT)^2 20.0000 1/Eh, <U3^2>/(kT)^3 8.8889 1/Eh
ring U_ah/(kT)^2: quad -15.5556, Wick -15.5556 1/Eh
ring Var conv/(kT)^2: quad 1.0000, limit 1.0000
ring Var HMA/(kT)^3: quad 2.2222, Wick 2.2222 1/Eh
U=x^6, kT=1: <U> 0.166667, Var conv 0.166667, Var HMA 0.666667, HMA/conv 4.000
NaCl RHF/def2-SVP: 16 nodes in [3.4,7.2] a0, re 4.45761 a0, E(re) -621.222352 Eh
k 0.07839 Eh/a0^2, c3 -0.02759 Eh/a0^3, c4 0.0135 Eh/a0^4
max |F_analytic + dU/dr| 7.9e-07 Eh/a0
TA 750.0 K, TB 1000.0 K, kTA 2.375109e-03 Eh, kTB 3.166812e-03 Eh, scale 1.154701
ZA/4pi 8.925019 a0^3, ZB/4pi 10.408892 a0^3, df -0.15380197, harmonic df -0.14384104
identity map: df -0.15380197, KL 2.1390e-02, Var Phi 3.5043e-02, chi2 7.1816e-02
harmonic map: df -0.15380197, KL 1.2516e-03, Var Phi 2.4172e-03, chi2 2.7411e-03
chi2 identity / chi2 harmonic 26.2
perfect map: max|Phi-df| 1.3e-10 on 14 points
 r 3.9354 a0: M perfect 3.8733, M harm 3.8546 a0, Phi harm 0.34400
 r 4.4576 a0: M perfect 4.4642, M harm 4.4576 a0, Phi harm -0.14384
 r 5.0669 a0: M perfect 5.1998, M harm 5.1611 a0, Phi harm -0.40240
1000.0 K: kT/2 1.583406e-03 Eh, beta*U at walls 32.0, 23.2
U_ah energies only 1.27196e-04 Eh = 3.461 meV; from dlnZ/dbeta 1.27196e-04 Eh
U_ah HMA analytic forces 1.27189e-04 Eh = 3.461 meV; B -1.7e-12 Eh
 parts: <U> 1.71060e-03, <F x/2> -1.62154e-03, kT<x/r> 3.81269e-05 Eh
Var conv 5.8463e-06 Eh^2, Var HMA 3.6507e-07 Eh^2, ratio 16.01
100.0 K: U_ah HMA 1.2000e-06 Eh, Var conv/Var HMA 164.4
300.0 K: U_ah HMA 1.0957e-05 Eh, Var conv/Var HMA 54.5
walls re-0.2, re+0.3 a0: conv -8.99019e-04, HMA 5.04859e-05, B -9.49505e-04 Eh
100 K, reference re+0.1 a0: U_ah 1.2048e-06 Eh, Var HMA grows x224.7
A series 11.948 1/Eh, quadrature 11.948 1/Eh; A(kT)^2 at 1000.0 K 1.1983e-04 Eh
400 batches of 500, conv: mean 1.2200e-04, scatter 1.090e-04, predicted 1.081e-04 Eh
400 batches of 500, HMA: mean 1.2660e-04, scatter 2.552e-05, predicted 2.702e-05 Eh
done: every assertion held
```
